# Pulay Stress in a Plane-Wave Basis and Hafnia Lattice Parameters

A model orthorhombic crystal has its equilibrium at \(a,b,c=3.800,\,4.000,\,4.200\) Å. Relaxed in a plane-wave basis with a cutoff of 110 eV until the computed stress vanishes, it comes out at 3.796, 3.996 and 4.191 Å. The volume is 0.42% too small, and the \(c\) axis has shrunk twice as much, in relative terms, as the other two. Evaluated with a converged basis, the supposedly stress-free cell is under a pressure of 0.82 GPa. The stress routine is correct: it agrees with finite differences of the energy. What needs explaining is which energy it differentiates.

## Conventions and the model

A homogeneous symmetric strain \(\varepsilon\) takes a point \(\mathbf r\) to \((1+\varepsilon)\mathbf r\). Stress is positive in tension, and pressure is minus its mean diagonal element:

\[
\sigma_{\alpha\beta}=\frac1\Omega\frac{\partial E}{\partial\varepsilon_{\alpha\beta}},\qquad P=-\tfrac13\operatorname{Tr}\sigma ,
\]

where \(E\) is the energy per cell and \(\Omega\) the cell volume. The basis functions are \(\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}\) with \(\mathbf K=\mathbf k+\mathbf G\). Each \(\mathbf G\) carries three integer labels. The basis is chosen by

\[
\frac{\hbar^2K^2}{2m}\le E_c=\frac{\hbar^2K_c^2}{2m}.
\]

The model has one rigid Gaussian well, \(-V_0\exp(-\sum_i x_i^2/s_i^2)\), per cell, with \(V_0=50\) eV and \(s_i=1.0\) Å. Its lowest band holds two electrons per cell, which do not interact. A lattice energy that does not depend on the basis is added,

\[
U(\varepsilon)=\Omega_0\Big(-\sum_i\bar\sigma_i\varepsilon_i+\tfrac12\sum_{ij}\varepsilon_iC_{ij}\varepsilon_j\Big),
\]

where \(\varepsilon_i\) are the strains of the three axes, \(\Omega_0=63.84\) Å\(^3\), and \(\bar\sigma_i\) is the converged band stress in the reference cell. The linear term makes that cell stress-free at convergence. The round elastic constants \(C_{ij}\) are listed in the numerical output. None of these parameters describes hafnia; the model isolates the basis error.

## What the stress theorem differentiates

Under strain, the phase of a plane wave with given labels must be the same at corresponding points of the cell, so \(\mathbf K'\cdot(1+\varepsilon)\mathbf r=\mathbf K\cdot\mathbf r\). Hence

\[
\mathbf K'=(1+\varepsilon)^{-1}\mathbf K .
\]

With the new volume in the normalization, the labelled waves remain orthonormal. The eigenvalue \(\epsilon=c^\dagger Hc\), with \(c^\dagger c=1\) and \(Hc=\epsilon c\), therefore changes by

\[
d\epsilon=c^\dagger(dH)c+\epsilon\,d(c^\dagger c)=c^\dagger(dH)c .
\]

The coefficients need not be differentiated. To first order \(K'^2=K^2-2\mathbf K\cdot\varepsilon\cdot\mathbf K\), so the kinetic part is

\[
\frac{\partial T_{\mathbf K}}{\partial\varepsilon_{\alpha\beta}}=-\frac{\hbar^2}{m}K_\alpha K_\beta .
\]

The potential matrix element for \(\mathbf Q=\mathbf G-\mathbf G'\) is

\[
V_{\mathbf Q}=-\frac{V_0\pi^{3/2}s_xs_ys_z}{\Omega}\exp\Big(-\tfrac14\sum_is_i^2Q_i^2\Big).
\]

A strain \(\varepsilon_{ii}\) changes \(\Omega\) by the factor \(1+\varepsilon_{ii}\) and \(Q_i^2\) by \(1-2\varepsilon_{ii}\), while \(s_i\) stays fixed. This gives

\[
\frac{\partial V_{\mathbf Q}}{\partial\varepsilon_{ii}}=V_{\mathbf Q}\Big(-1+\tfrac12s_i^2Q_i^2\Big).
\]

These derivatives were tested against finite differences with the labels held fixed; the largest discrepancy was \(10^{-7}\) eV.

In a self-consistent density-functional calculation the same argument applies, because the energy is stationary with respect to the orbitals within the labelled space. If the orbitals obey \(c^\dagger Sc=1\) with a strain-dependent overlap \(S\), as with ultrasoft pseudopotentials, the constraint gives \(d\epsilon=c^\dagger(dH-\epsilon\,dS)c\). This too is a derivative at fixed labels. Forces need no corresponding basis correction: plane waves do not move with the ions.

The stress theorem thus gives the slope of \(E_N(\varepsilon)\), the energy with a fixed set of labels. Call this stress \(\sigma^N\). It is the correct derivative of that energy even when the basis is poor.

## The cutoff sphere becomes an ellipsoid

The other natural energy, \(E_{\rm cut}(\varepsilon)\), uses the same \(E_c\) in every cell and chooses the labels afresh. Its slope, smoothed by dense \(\mathbf k\) sampling, defines \(\sigma^{\rm cut}\). The Pulay stress is

\[
\sigma^P=\sigma^N-\sigma^{\rm cut}.
\]

In the strained cell the old labels fill the region \(|(1+\varepsilon)\mathbf K'|\le K_c\). Along a unit vector \(\mathbf n\), its boundary lies at the energy

\[
\frac{E_c}{|(1+\varepsilon)\mathbf n|^2}\simeq E_c(1-2\,\mathbf n\cdot\varepsilon\cdot\mathbf n),
\]

so the local cutoff changes by \(\delta E_c(\mathbf n)=-2E_c\,\mathbf n\cdot\varepsilon\cdot\mathbf n\). Stretching the crystal along \(\mathbf n\) lowers the resolution in that direction.

Let \(w(\mathbf n)\) be the response of the energy to a local change of cutoff per unit solid angle, so that \(\int w\,d^2n=\partial E/\partial E_c\). To first order in strain,

\[
E_N(\varepsilon)-E_{\rm cut}(\varepsilon)=\int w(\mathbf n)\,\delta E_c(\mathbf n)\,d^2n .
\]

Inserting \(\delta E_c\), differentiating and dividing by \(\Omega\) gives

\[
\boxed{\sigma^P_{\alpha\beta}=-\frac{2E_c}{\Omega}\int w(\mathbf n)\,n_\alpha n_\beta\,d^2n}
\]

Because \(\mathbf n\cdot\mathbf n=1\), the trace is \(-(2E_c/\Omega)\,\partial E/\partial E_c\). If \(w\) is isotropic, the angular average of \(n_\alpha n_\beta\) is \(\delta_{\alpha\beta}/3\), and

\[
\sigma^P_{\alpha\beta}=p\,\delta_{\alpha\beta},\qquad p=-\frac{2E_c}{3\Omega}\frac{\partial E}{\partial E_c}.
\]

The sign follows from the variational principle. Enlarging the basis cannot raise the energy, so \(w\le0\). For any vector \(\mathbf v\), \(\mathbf v\cdot\sigma^P\cdot\mathbf v=-(2E_c/\Omega)\int w(\mathbf n\cdot\mathbf v)^2d^2n\ge0\). The spurious stress is tensile or zero in every direction.

Counting states gives the volume case independently. The mean number of waves is

\[
N=\frac{\Omega}{(2\pi)^3}\frac{4\pi K_c^3}{3}=\frac{\Omega K_c^3}{6\pi^2}.
\]

At fixed \(N\), \(K_c\propto\Omega^{-1/3}\) and \(E_c\propto\Omega^{-2/3}\). The chain rule then gives

\[
P^N=-\frac{dE_N}{d\Omega}=P^{\rm cut}+\frac{2E_c}{3\Omega}\frac{\partial E}{\partial E_c}=P^{\rm cut}-p .
\]

## Why the fixed-cutoff slope is the better one

Let \(\Delta=E-E_\infty\) be the truncation error. The complete error of the computed stress is

\[
\sigma^N-\sigma^\infty=\sigma^P+\frac1\Omega\left.\frac{\partial\Delta}{\partial\varepsilon}\right|_{E_c}.
\]

The last term is small when the missing Fourier components belong to localized orbitals. To second order in the coupling to the omitted waves, two electrons per cell give

\[
\Delta\simeq\frac{2}{N_k}\sum_{\mathbf k}\sum_{|\mathbf k+\mathbf G|>K_c}\frac{|\langle\mathbf K|V|\psi_{\mathbf k}\rangle|^2}{T_{\mathbf K}-\epsilon},
\]

where \(N_k\) is the number of \(\mathbf k\) points and \(\psi_{\mathbf k}\) is the orbital in the truncated basis. The potential acting among the omitted waves is neglected, so this is an estimate of \(\Delta\), used here only to find how it depends on volume. For well-separated sites the matrix element is \(\Omega^{-1/2}g(\mathbf K)\), where \(g\) belongs to a single well. The double sum divided by \(N_k\) becomes \(\Omega\int d^3K/(2\pi)^3\). The volume cancels:

\[
\Delta\simeq2\int_{K>K_c}\frac{d^3K}{(2\pi)^3}\frac{|g(\mathbf K)|^2}{T_{\mathbf K}-\epsilon}.
\]

At fixed \(E_c\), this is a constant added to the energy curve, and it does not move the minimum. The argument is a leading-order one. It weakens if strain changes the localized orbitals themselves, for instance through hybridization or charge transfer.

The model tests the result at three cutoffs, using a shifted \(6\times6\times6\) \(\mathbf k\) mesh and taking \(\partial E/\partial E_c\) from a logarithmic difference of \(\Delta\) over \(\pm8\)% of \(E_c\). This discrete sampling of the cutoff surface and the finite window leave the entries uncertain by 1–2%, so agreement in the third digit is not significant. The reference for \(\Delta\) and \(\sigma^\infty\) is a 300 eV basis.

| \(E_c\) (eV) | \(\Delta\) (eV/cell) | \(p\) from formula (GPa) | mean stress error (GPa) |
|---|---|---|---|
| 90 | 0.243 | 1.92 | 1.94 |
| 110 | 0.087 | 0.825 | 0.826 |
| 140 | 0.019 | 0.220 | 0.220 |

The last column is the stress at fixed labels minus the converged stress, averaged over the axes. The formula column uses total energies in the unstrained cell. For 110 eV, the printed slope is \(-4.484\times10^{-3}\), and

\[
p=\frac{2(110)}{3(63.84)}\,(4.484\times10^{-3})=5.15\times10^{-3}\ \text{eV/Å}^3=0.825\ \text{GPa},
\]

with 1 eV/Å\(^3\) = 160.2 GPa. Axis by axis, the formula and the direct error agree within about 1.5% of the formula value.

The table also shows why a tolerable energy error may be an intolerable stress error. If \(\Delta\propto e^{-\kappa E_c}\) locally, then

\[
p=\frac{2\kappa E_c}{3}\,\frac{\Delta}{\Omega}.
\]

At 110 eV, \(\kappa=0.004484/0.08716=0.051\) eV\(^{-1}\), so the prefactor is 3.8. A constant \(\Delta\) cancels from energy differences taken at the same cutoff, but its cutoff derivative remains in the stress.

## A directional case

A nonspherical well tests the tensor formula. With widths 1.0, 1.0 and 0.9 Å, \(V_{\mathbf Q}\) decays more slowly along \(z\), so more of the missing weight lies there. The stress errors at 110 eV are 0.86, 0.86 and 1.19 GPa along \(x\), \(y\) and \(z\).

The Pulay part \(\sigma^P\) of these errors can be found without straining the crystal. One keeps the cell fixed, reshapes the cutoff sphere into the ellipsoid that a strain would produce, and differentiates the energy with respect to that reshaping. This gives 0.84, 0.85 and 1.21 GPa. The agreement, within 0.03 GPa, supports the mechanism: the spurious stress is the energy response to a deformed cutoff region.

## From stress to lattice parameters

Near the true equilibrium the converged stress is \(C\varepsilon\), with the small band contribution to the stiffness neglected. A fixed-label relaxation stops when \(C\varepsilon+\sigma^P=0\), so

\[
\varepsilon=-C^{-1}\sigma^P .
\]

For isotropic \(\sigma^P\), the volume change is

\[
\frac{\delta\Omega}{\Omega}=-p\sum_{ij}(C^{-1})_{ij}=-\frac pB ,
\]

where \(B\) is the bulk modulus. A stable crystal has positive definite \(C\), hence \(B>0\), and its volume contracts. An individual axis may still lengthen if its linear compressibility is negative. For a strongly anisotropic \(\sigma^P\), this argument does not fix the sign of the volume change.

With \(p=0.825\) GPa, linear response predicts strains of \(-0.100\), \(-0.103\) and \(-0.224\)%. The third row of the elastic matrix confirms the balance:

\[
120(0.00100)+140(0.00103)+250(0.00224)=0.82\ \text{GPa}.
\]

The full relaxation gives \(-0.103\), \(-0.102\) and \(-0.219\)%. The spurious stress is almost isotropic, yet the soft \(c\) axis contracts most. The ratio \(c/a\) falls from 1.1053 to 1.1040. Unequal changes of the axes therefore do not require an anisotropic basis error.

The hidden pressure, 0.818 GPa, is slightly below the initial mean stress error of 0.826 GPa. Contraction moves the fixed labels to higher kinetic energy. The mean linear strain is \(-0.141\)%, so the effective cutoff rises by 0.28%, or 0.31 eV. The printed slopes at 90, 110 and 140 eV decay at about 0.052 per eV, which reduces \(p\) by 1.6%. The factors \(E_c\) and \(1/\Omega\) raise it by 0.3% and 0.4%. The net reduction of 0.9% accounts for the difference.

The energy penalty for using the wrong cell is second order:

\[
\delta E=\tfrac12\Omega\,\varepsilon\cdot C\varepsilon=\frac{\Omega p^2}{2B}.
\]

Here the predicted volume change of \(-0.427\)% implies \(B=0.825/0.00427=193\) GPa, and \(\delta E\) is about 0.7 meV per cell. A quantity with a nonzero first derivative in strain is affected at first order. A small energy penalty therefore does not certify the lattice parameters or the properties that depend on them.

## Energy curves and their steps

At a single \(\mathbf k\) point, \(E_{\rm cut}\) is piecewise smooth. Between changes of the label set its slope is \(\sigma^N\), because the labels are then fixed. As the cell expands, \(\mathbf K\) vectors shrink, new labels enter, and the energy can step down. These steps supply the difference between \(\sigma^N\) and \(\sigma^{\rm cut}\). Averaging over many \(\mathbf k\) points turns them into a nearly smooth slope. A finite difference over a very small strain may miss the steps or be dominated by one of them.

In the model, the three axes were scaled together and cubic polynomials were fitted to the energy. With fixed labels, the length at the minimum is wrong by \(-0.135\)%. The prediction for this constrained path is

\[
-\frac{3p}{\sum_{ij}C_{ij}}=-\frac{3(0.825)}{1820}=-0.136\% .
\]

With labels renewed at fixed cutoff, the fitted error is 0.001%, which is zero within the scatter that the steps cause in the fit. The price is roughness: the rms deviation from the fit is 0.42 meV, against 0.004 meV with fixed labels. The two calculations differ only in the renewal of labels, which identifies the source of the roughness. The fit succeeds because its strain range averages over many steps.

## Consequences for hafnia

The ferroelectric phase of hafnia is orthorhombic, with three independent lattice parameters. Its localized oxygen 2p states, and hafnium semicore states if they are treated as valence, require high Fourier components. The conditions for a noticeable Pulay stress are therefore present when the cutoff is chosen too low. The expected result is a compressed cell with altered axial ratios, since neither the elastic response nor the directional sensitivity \(w(\mathbf n)\) need be isotropic. Polarization, which depends on strain through the piezoelectric response, inherits the error. So can small energy differences between phases, if each phase is relaxed to its own distorted cell.

The size of the effect must be calculated for the chosen pseudopotentials; the model's cutoffs and percentages do not transfer. A cell that is too small is not by itself evidence of Pulay stress, and a cell that is too large does not exclude it. Errors from the density functional, the pseudopotential or the \(\mathbf k\) mesh can have either sign and may hide it.

## Implementation

1. **Measure the error.** At one fixed geometry, with the same \(\mathbf k\) mesh, compare the stress tensor at the working cutoff with that at a much higher one. The difference includes anisotropy and the strain dependence of \(\Delta\). Multiplying it by \(-C^{-1}\) estimates the lattice-parameter error.

2. **Raise the cutoff until that estimate is acceptable.** In the model, going from 110 to 140 eV reduces \(p\) from 0.825 to 0.220 GPa. By linear response, the volume error falls in the same proportion, to about 0.11%.

3. **Alternatively, correct the target.** To reach a true stress \(\sigma^{\rm target}\), relax until \(\sigma^N=\sigma^{\rm target}+\sigma^P\). For zero true pressure and isotropic \(\sigma^P\), the computed pressure should be \(-p\), not zero. Recompute the correction if the cell changes appreciably.

4. **Or fit energies at constant cutoff.** Use a dense \(\mathbf k\) mesh and a strain range wide enough to average the steps. For an orthorhombic cell, the axial ratios must be optimized as well as the volume.

5. **Restart after a large cell change.** A fixed-label run that expands every length by 3% ends with an effective cutoff of \(E_c/1.03^2=0.94E_c\). A restart restores the nominal cutoff, but it does not remove \(\sigma^P\): the new run again stops where the computed stress, including its Pulay part, is zero.

## Table of computed values

```
hbar^2/m = 7.6200 eV A^2
well depth = 50.0 eV, width = 1.0 A
reference a, b, c = 3.800 4.000 4.200 A
reference volume = 63.840 A^3
elastic constants row = 400 150 120 GPa
elastic constants row = 150 350 140 GPa
elastic constants row = 120 140 250 GPa
stress theorem minus finite difference = 9.1e-08 eV
reference cutoff = 300 eV
converged band energy = -32.4923 eV/cell
Ecut 90 eV: mean plane waves = 123.8
  energy error = 0.24291 eV, dE/dEcut = -1.272e-02
  Pulay stress, formula = 1.915 GPa
  stress error xx, yy, zz = 1.933 1.941 1.943 GPa
Ecut 110 eV: mean plane waves = 166.7
  energy error = 0.08716 eV, dE/dEcut = -4.484e-03
  Pulay stress, formula = 0.825 GPa
  stress error xx, yy, zz = 0.830 0.823 0.824 GPa
Ecut 140 eV: mean plane waves = 240.4
  energy error = 0.01889 eV, dE/dEcut = -9.376e-04
  Pulay stress, formula = 0.220 GPa
  stress error xx, yy, zz = 0.220 0.219 0.220 GPa
nonspherical well widths = 1.0 1.0 0.9 A
  stress error xx, yy, zz = 0.863 0.855 1.189 GPa
  from reshaped cutoff = 0.838 0.854 1.214 GPa
fixed-label relaxation at Ecut = 110 eV
  a, b, c = 3.7961 3.9959 4.1908 A
  strains = -0.103 -0.102 -0.219 percent
  linear response = -0.100 -0.103 -0.224 percent
  volume change = -0.424 percent
  c/a: reference 1.10526, relaxed 1.10398
  true pressure in relaxed cell = 0.818 GPa
fixed labels: length error at minimum = -0.1354 percent
  rms deviation from cubic fit = 0.004 meV
fixed cutoff: length error at minimum = 0.0011 percent
  rms deviation from cubic fit = 0.421 meV
```
